# Two-phase and three-phase layers in a ternary diffusion couple: a program that tests the result

```python
"""
Result under test: in an isothermal, isobaric ternary couple at local
equilibrium a two-phase layer can grow, but a three-phase zone of finite width
cannot form or grow; a three-phase end alloy can only be consumed.

Symbols: components A (solvent), B, C; composition c = (x_B, x_C).
M = (mu_B - mu_A, mu_C - mu_A), measured from its three-phase value.
Phases alpha, beta, gamma have free energies (k/2)|c - corner|^2.
m = M/k is a composition-like potential; flux = -D d(m)/dx, D a 2x2 matrix.
eta = x / sqrt(D0 t) with D0 the diagonal diffusivity.
"""
import numpy as np
from scipy.constants import R, hour, zero_Celsius
from scipy.optimize import brentq, fsolve, linprog
from scipy.special import erf, erfinv

corner = np.array([[0.2, 0.2], [0.5, 0.2], [0.2, 0.5]])  # alpha, beta, gamma
side = 0.3
k = 100e3            # J/mol
D0 = 1e-14           # m^2/s
cross = 0.5          # off-diagonal / diagonal diffusivity
temperature = 1200 + zero_Celsius
t_end = 100 * hour
dx = 1e-6
half = 450           # cells on each side of the contact plane
um = 1e6


def equilibrium(c):
    """Potential m and phase fractions from the nearest triangle point."""
    u = (c[0] - corner[0, 0]) / side
    v = (c[1] - corner[0, 1]) / side
    beyond = u + v > 1
    s = np.clip((u - v + 1) / 2, 0, 1)
    f_b = np.where(beyond, s, np.clip(u, 0, 1))
    f_g = np.where(beyond, 1 - s, np.clip(v, 0, 1))
    m = side * np.array([u - f_b, v - f_g])
    return m, np.array([1 - f_b - f_g, f_b, f_g])


# --- equilibrium rule against direct minimization of the total free energy
grid = np.array([(i, j) for i in range(101) for j in range(101 - i)]) / 100
energies = 0.5 * ((grid[:, None, :] - corner[None]) ** 2).sum(axis=2)
g_low, tag = energies.min(axis=1), energies.argmin(axis=1)
A_eq = np.vstack([grid.T, np.ones(len(grid))])
phase_counts = []
for point in [(0.1537, 0.1213), (0.331, 0.123), (0.30, 0.25)]:
    lp = linprog(g_low, A_eq=A_eq, b_eq=[*point, 1.0], method="highs")
    assert lp.status == 0
    m, f = equilibrium(np.array(point))
    # tolerances: linear interpolation on a composition grid of step 0.01
    assert abs(lp.fun - 0.5 * (m @ m)) < 3e-5
    assert np.abs(lp.eqlin.marginals[:2] - m).max() < 0.011
    n_phases = len(set(tag[lp.x > 1e-7]))
    assert n_phases == (f > 1e-9).sum()
    phase_counts.append(n_phases)
assert phase_counts == [1, 2, 3]

# --- phase rule: free directions of (mu_A, mu_B, mu_C) from Gibbs-Duhem
freedom = []
full = np.column_stack([1 - corner.sum(axis=1), corner])
for n in (1, 2, 3):
    freedom.append(3 - np.linalg.matrix_rank(full[:n]))
assert freedom == [2, 1, 0]
determinant = np.linalg.det(full)


def chemical_potentials(c):
    m, _ = equilibrium(c)
    mu_a = 0.5 * (m @ m) - c @ m
    return np.array([mu_a, mu_a + m[0], mu_a + m[1]])


d_mu = (chemical_potentials(np.array([0.3, 0.1001]))
        - chemical_potentials(np.array([0.3, 0.0999])))
m_tie, _ = equilibrium(np.array([0.3, 0.1]))
ends = corner[:2] + m_tie
x_ends = np.column_stack([1 - ends.sum(axis=1), ends])
allowed = np.cross(x_ends[0], x_ends[1])
sine = (np.linalg.norm(np.cross(d_mu, allowed))
        / np.linalg.norm(d_mu) / np.linalg.norm(allowed))
assert np.linalg.norm(d_mu) > 1e-6 and sine < 1e-6

# --- stability: potentials and compositions change in the same sense
rng = np.random.default_rng(1)
c1, c2 = rng.uniform(0, 0.6, (2, 2, 20000))
product = ((equilibrium(c1)[0] - equilibrium(c2)[0]) * (c1 - c2)).sum(axis=0)
assert product.min() > -1e-14

# --- four couples followed by explicit finite differences
names = ["1", "2", "3", "4"]
left = np.array([[0.197, 0.02], [0.10, 0.10], [0.12, 0.08], [0.30, 0.25]])
right = np.array([[0.197, 0.18], [0.40, 0.40], [0.44, 0.36], [0.10, 0.10]])
comp = np.empty((2, 4, 2 * half))
comp[:, :, :half] = left.T[:, :, None]
comp[:, :, half:] = right.T[:, :, None]
start = comp.copy()
x = (np.arange(2 * half) - half + 0.5) * dx
ratio = 0.3
steps = round(t_end * D0 / (ratio * dx**2))
history, saved = [], {}
for step in range(1, steps + 1):
    m, _ = equilibrium(comp)
    grad = np.diff(m, axis=2)
    drive = ratio * (grad + cross * grad[::-1])
    comp[:, :, :-1] += drive
    comp[:, :, 1:] -= drive
    if step % 100 == 0:
        m_now, f_now = equilibrium(comp)
        history.append((f_now.min(axis=0) > 1e-9).sum(axis=1))
        if step in (steps // 4, steps):
            saved[step] = (m_now, f_now)
history = np.array(history)
early, late = saved[steps // 4], saved[steps]


def two_phase_edges(f):
    cells = np.flatnonzero((f[0] > 1e-6) & (f[1] > 1e-6) & (f[2] < 1e-9))
    assert len(cells) > 10 and len(cells) == cells[-1] - cells[0] + 1
    return x[cells[0]] - dx / 2, x[cells[-1]] + dx / 2


edges_early = two_phase_edges(early[1][:, 0])
edges_late = two_phase_edges(late[1][:, 0])
width_early = edges_early[1] - edges_early[0]
width_late = edges_late[1] - edges_late[0]
assert abs(width_late - 2 * width_early) < 5 * dx  # edges known to a few cells

# a moving interface occupies a few cells of a fixed grid, never a layer
assert history[:, :3].max() <= 4


# --- similarity solution for the alpha + beta layer of couple 1
def layer_solution(b, guess):
    lam, V = np.linalg.eigh(np.array([[1.0, b], [b, 1.0]]))

    def e(eta, l):
        return erf(eta / (2 * np.sqrt(l)))

    def g(eta, l):
        return np.exp(-eta**2 / (4 * l)) / np.sqrt(np.pi * l)

    def solve_linear(e1, e2):
        # unknowns: two left modes, layer constant and slope, two right modes
        z = [0.0, 0.0]
        rows = [
            [*(V[0] * (1 + e(e1, lam))), *z, *z],
            [*(V[1] * (1 + e(e1, lam))), -1, -e(e1, 1), *z],
            [*(V[1] * g(e1, lam)), 0, -g(e1, 1), *z],
            [*z, *z, *(V[0] * (1 - e(e2, lam)))],
            [*z, -1, -e(e2, 1), *(V[1] * (1 - e(e2, lam)))],
            [*z, 0, -g(e2, 1), *(-lam * V[1] * g(e2, lam))]]
        rhs = [0.2 - left[0, 0], -left[0, 1], 0,
               0.2 - right[0, 0], -right[0, 1], 0]
        return np.linalg.solve(np.array(rows, float), np.array(rhs))

    def mismatch(edges):
        e1, e2 = edges
        s = solve_linear(e1, e2)
        excess = b * s[3] * (e(e2, 1) - e(e1, 1))
        slope = (s[:2] * V[0] * g(e1, lam)).sum()
        balance = ((s[4:] * lam * V[0] * g(e2, lam)).sum()
                   + b * s[3] * g(e2, 1) + e2 / 2 * excess)
        return [slope, balance]

    root = fsolve(mismatch, guess, xtol=1e-12)
    assert np.abs(mismatch(root)).max() < 1e-10
    s = solve_linear(*root)
    c_edges = s[2] + s[3] * e(root, 1)
    return root, c_edges, b * (c_edges[1] - c_edges[0]) / side


length = np.sqrt(D0 * t_end)
eta_edges, c_edges, peak = layer_solution(cross, np.array(edges_late) / length)
peak_fd = late[1][1, 0].max()
assert np.abs(eta_edges * length - edges_late).max() < 3 * dx
assert abs(peak_fd / peak - 1) < 0.05

# dissipation measure falls away from the contact plane (5 % grid ripple)
gm = np.diff(late[0][:, 0], axis=1)
w = (gm * (gm + cross * gm[::-1])).sum(axis=0)
for outward in (w[half - 1:], w[:half][::-1]):
    rise = (outward - np.minimum.accumulate(outward)).max()
    assert rise < 0.05 * w.max()

# --- couple 2: one interface across the triangle, against Stefan solution
d_sum = 1 + cross


def stefan(eta):
    q = erf(eta / (2 * np.sqrt(d_sum)))
    slope = np.exp(-eta**2 / (4 * d_sum)) / np.sqrt(np.pi * d_sum)
    return d_sum * slope * (0.1 / (1 + q) - 0.05 / (1 - q)) - eta / 2 * 0.15


front = brentq(stefan, -2, 2) * length
front_fd = late[1][0, 1].sum() * dx - half * dx
assert abs(front - front_fd) < 1.5 * dx
levels = (np.array([0.2, 0.35]) - 0.1) / 0.3
ignored = np.diff(2 * np.sqrt(d_sum) * length * erfinv(2 * levels - 1))[0]
assert ignored > 20 * history[:, 1].max() * dx

# --- couple 4: three-phase end alloy is consumed, its interior is frozen
assert np.all(np.diff(history[:, 3]) <= 0)
lost_early = half - (early[1][:, 3].min(axis=0) > 1e-9).sum()
lost_late = half - (late[1][:, 3].min(axis=0) > 1e-9).sum()
assert lost_late > 10 and abs(lost_late - 2 * lost_early) <= 4
inside = half - lost_late - 2
frozen = np.abs(comp[:, 3, :inside] - start[:, 3, :inside]).max()
assert frozen < 1e-12

# --- size of neglected effects
drop = k * (c_edges[1] - c_edges[0])
surface_energy, radius, molar_volume = 0.5, 1e-6, 7e-6
curvature = 2 * surface_energy * molar_volume / (radius * side)
stress = 100e6 * 0.05 * molar_volume
thermal = R * 1.0
obstruction = (1 - peak) / (1 + peak / 2)
eta_low, _, _ = layer_solution(0.8 * cross, eta_edges)
width_exact = (eta_edges[1] - eta_edges[0]) * length
width_low = (eta_low[1] - eta_low[0]) * length

print(f"temperature: {temperature:.0f} K; anneal: {t_end / hour:.0f} h")
print(f"diagonal diffusivity: {D0:.1e} m^2/s; cross/diagonal: {cross}")
print(f"free-energy curvature k: {k / 1e3:.0f} kJ/mol = "
      f"{k / (R * temperature):.2f} RT")
for name, corner_point in zip(("alpha", "beta", "gamma"), corner):
    print(f"triangle corner {name} (x_B, x_C): {corner_point}")
print(f"free potentials for 1, 2, 3 phases: {[int(n) for n in freedom]}")
print(f"determinant of three phase compositions: {determinant:.3f}")
print(f"two-phase d_mu against Gibbs-Duhem direction, sine: {sine:.1e}")
for i, name in enumerate(names):
    print(f"couple {name} ends (x_B, x_C): {left[i]} | {right[i]}")
print(f"diffusion length sqrt(D0 t) at 100 h: {length * um:.1f} um")
print(f"grid cell: {dx * um:.1f} um")
print(f"couple 1 layer width, grid, 25 h: {width_early * um:.0f} um")
print(f"couple 1 layer width, grid, 100 h: {width_late * um:.0f} um")
print(f"couple 1 edges, grid, 100 h: {edges_late[0] * um:.0f}, "
      f"{edges_late[1] * um:.0f} um")
print(f"couple 1 edges, similarity, 100 h: {eta_edges[0] * length * um:.1f}, "
      f"{eta_edges[1] * length * um:.1f} um")
print(f"couple 1 edges eta: {eta_edges[0]:.3f}, {eta_edges[1]:.3f}")
print(f"couple 1 width, similarity, 100 h: {width_exact * um:.1f} um")
print(f"couple 1 x_C at layer edges: {c_edges[0]:.4f}, {c_edges[1]:.4f}")
print(f"couple 1 peak beta fraction, similarity: {peak:.4f}; "
      f"grid: {peak_fd:.4f}")
print(f"couple 1 peak mean x_B in layer: {0.2 + side * peak:.4f}")
print(f"couple 1 drop of M_C across layer: {drop:.0f} J/mol")
for i in range(3):
    print(f"couple {names[i]} most three-phase cells at any sampled time: "
          f"{history[:, i].max()}")
print(f"couple 2 interface at 100 h, Stefan: {front * um:.1f} um; "
      f"grid: {front_fd * um:.1f} um")
print(f"couple 2 three-phase width if phases are ignored: "
      f"{ignored * um:.0f} um")
ab3 = ((late[1][0, 2] > 1e-6) & (late[1][1, 2] > 1e-6)
       & (late[1][2, 2] < 1e-9)).sum()
print(f"couple 3 width of alpha+beta at 100 h: {ab3 * dx * um:.0f} um")
print(f"couple 4 three-phase alloy consumed, 25 h: "
      f"{lost_early * dx * um:.0f} um; 100 h: {lost_late * dx * um:.0f} um")
print(f"couple 4 composition change inside the zone: {frozen:.1e}")
print(f"assumed: surface energy {surface_energy} J/m^2, particle radius "
      f"{radius * um:.0f} um, molar volume {molar_volume * 1e6:.0f} cm^3/mol")
print(f"curvature shift of M: {curvature:.1f} J/mol = "
      f"{100 * curvature / drop:.2f} % of drop")
print(f"stress shift (100 MPa, 5 % volume misfit): {stress:.1f} J/mol = "
      f"{100 * stress / drop:.2f} % of drop")
print(f"shift for 1 K across layer (entropy R): {thermal:.1f} J/mol = "
      f"{100 * thermal / drop:.2f} % of drop")
print(f"flux factor from beta obstruction at peak: {obstruction:.3f}")
print(f"couple 1 width with cross diffusivity 20 % lower: "
      f"{width_low * um:.1f} um")
print("all tests passed")
```

Running it gives:

```
temperature: 1473 K; anneal: 100 h
diagonal diffusivity: 1.0e-14 m^2/s; cross/diagonal: 0.5
free-energy curvature k: 100 kJ/mol = 8.16 RT
triangle corner alpha (x_B, x_C): [0.2 0.2]
triangle corner beta (x_B, x_C): [0.5 0.2]
triangle corner gamma (x_B, x_C): [0.2 0.5]
free potentials for 1, 2, 3 phases: [2, 1, 0]
determinant of three phase compositions: 0.090
two-phase d_mu against Gibbs-Duhem direction, sine: 5.9e-15
couple 1 ends (x_B, x_C): [0.197 0.02 ] | [0.197 0.18 ]
couple 2 ends (x_B, x_C): [0.1 0.1] | [0.4 0.4]
couple 3 ends (x_B, x_C): [0.12 0.08] | [0.44 0.36]
couple 4 ends (x_B, x_C): [0.3  0.25] | [0.1 0.1]
diffusion length sqrt(D0 t) at 100 h: 60.0 um
grid cell: 1.0 um
couple 1 layer width, grid, 25 h: 56 um
couple 1 layer width, grid, 100 h: 112 um
couple 1 edges, grid, 100 h: -144, -32 um
couple 1 edges, similarity, 100 h: -143.5, -32.3 um
couple 1 edges eta: -2.392, -0.539
couple 1 width, similarity, 100 h: 111.2 um
couple 1 x_C at layer edges: 0.0268, 0.0741
couple 1 peak beta fraction, similarity: 0.0788; grid: 0.0775
couple 1 peak mean x_B in layer: 0.2237
couple 1 drop of M_C across layer: 4731 J/mol
couple 1 most three-phase cells at any sampled time: 0
couple 2 most three-phase cells at any sampled time: 1
couple 3 most three-phase cells at any sampled time: 1
couple 2 interface at 100 h, Stefan: 17.0 um; grid: 17.0 um
couple 2 three-phase width if phases are ignored: 145 um
couple 3 width of alpha+beta at 100 h: 12 um
couple 4 three-phase alloy consumed, 25 h: 37 um; 100 h: 75 um
couple 4 composition change inside the zone: 0.0e+00
assumed: surface energy 0.5 J/m^2, particle radius 1 um, molar volume 7 cm^3/mol
curvature shift of M: 23.3 J/mol = 0.49 % of drop
stress shift (100 MPa, 5 % volume misfit): 35.0 J/mol = 0.74 % of drop
shift for 1 K across layer (entropy R): 8.3 J/mol = 0.18 % of drop
flux factor from beta obstruction at peak: 0.886
couple 1 width with cross diffusivity 20 % lower: 98.2 um
all tests passed
```
